Interorbital Angle and s Fraction of Equivalent Silicon Hybrids

## 1. Result and conditions

Two equivalent, orthogonal sp hybrids on one atom, each with s fraction s, have axes separated by an angle θ that satisfies

cos θ = s/(s − 1), or equivalently s = cos θ/(cos θ − 1).

The s fraction is the squared coefficient of the s orbital. It lies between 0 and 1/2, and θ then lies between 90° and 180°.

The relation assumes one s orbital and three p orbitals on the same atom, all real and orthonormal. "Equivalent" means that the two hybrids have the same s coefficient, including its sign, and the same radial functions. The angle θ is measured between hybrids. It may be replaced by a bond angle only when the hybrids point along the bonds, which is a separate physical assumption. For silicon in an organosilicate network that assumption needs checking, and Section 7 tests it in one molecule.

## 2. Derivation

Let n₁ and n₂ be unit vectors. A p orbital directed along n is

p(n) = nₓ pₓ + n_y p_y + n_z p_z.

Because the three p orbitals are orthonormal, the products of unlike components vanish and

⟨p(n₁)|p(n₂)⟩ = n₁ₓn₂ₓ + n₁_y n₂_y + n₁_z n₂_z = n₁·n₂ = cos θ.

The normalized hybrids are

h₁ = √s |s⟩ + √(1 − s) |p(n₁)⟩
h₂ = √s |s⟩ + √(1 − s) |p(n₂)⟩.

Their overlap has four terms:

⟨h₁|h₂⟩ = s⟨s|s⟩ + √[s(1 − s)] ⟨s|p(n₂)⟩ + √[s(1 − s)] ⟨p(n₁)|s⟩ + (1 − s)⟨p(n₁)|p(n₂)⟩.

The first bracket is 1. The two middle brackets are zero, since s is even and p is odd under inversion through the nucleus. The last is cos θ. Hence

⟨h₁|h₂⟩ = s + (1 − s) cos θ.

Orthogonality requires this to vanish. As s < 1, division by 1 − s is allowed:

cos θ = −s/(1 − s) = s/(s − 1).

Each step can be reversed, so the condition is both necessary and sufficient. To invert it, write c = cos θ:

c(s − 1) = s
cs − s = c
s = c/(c − 1).

The minus sign has a simple meaning. The s parts overlap positively by the amount s, so the p parts must overlap negatively to cancel it, and the axes must open beyond 90°. The more s character there is, the more cancellation is needed. The p parts can supply at most −(1 − s), reached at 180°, so s ≤ 1 − s and s ≤ 1/2.

## 3. What the angle means in space

The axis n was introduced through coefficients. It is also the direction in which the charge of the hybrid is displaced. The charge centroid is

⟨h|r|h⟩ = s⟨s|r|s⟩ + (1 − s)⟨p(n)|r|p(n)⟩ + 2√[s(1 − s)] ⟨s|r|p(n)⟩.

The first two terms vanish because r is odd while s² and p² are even. In the third, ⟨s|x|pₓ⟩ = ⟨s|y|p_y⟩ = ⟨s|z|p_z⟩ = D by spherical symmetry, and the mixed elements such as ⟨s|x|p_y⟩ vanish. Therefore

⟨h|r|h⟩ = 2D√[s(1 − s)] n.

With the phase of the p orbitals chosen so that D > 0, the centroid lies along n. For s = 0 there is no displacement, since a pure p orbital has two equal lobes.

This was tested by three-dimensional quadrature with radial functions proportional to r² exp(−1.6r) for s and r² exp(−1.3r) for p. The angle of zero overlap was found numerically and measured between the two centroids. At s = 0.10, 0.25, 1/3 and 0.45 it came out as 96.379°, 109.471°, 120.000° and 144.903°, equal to the formula at the digits shown. The s and p radial functions need not be alike, because no s–p radial product enters the overlap.

## 4. Sensitivity and the two limits

Differentiating s = c/(c − 1) with respect to c gives

ds/dc = [(c − 1) − c]/(c − 1)² = −1/(1 − c)².

Since dc/dθ = −sin θ, the two minus signs cancel:

ds/dθ = sin θ/(1 − cos θ)², with θ in radians.

At the tetrahedral angle cos θ = −1/3 and sin θ = 2√2/3, so the slope is 0.530 per radian. Multiplication by π/180 gives 0.00926 per degree.

Near the pure-p limit put θ = π/2 + η. Then cos θ ≈ −η and s ≈ η: the s fraction grows linearly with the opening. Near the linear limit put θ = π − ε. Then cos θ ≈ −1 + ε²/2, and

s ≈ (1 − ε²/2)/(2 − ε²/2) ≈ ½(1 − ε²/2)(1 + ε²/4) ≈ ½ − ε²/8.

Here s hardly changes with angle, and a small error in s corresponds to a large error in θ.

## 5. How many equivalent hybrids can vary?

For hybrids with different s fractions sᵢ and sⱼ, and positive s coefficients, the same overlap calculation gives

√(sᵢsⱼ) + √[(1 − sᵢ)(1 − sⱼ)] cos θᵢⱼ = 0,

and therefore

cos θᵢⱼ = −√{sᵢsⱼ/[(1 − sᵢ)(1 − sⱼ)]}.

Four orthonormal hybrids built from one s and three p orbitals have a 4 × 4 coefficient matrix A with orthonormal rows, AAᵀ = 1. For a square matrix this implies AᵀA = 1, so the columns are orthonormal too. The s column has unit norm:

s₁ + s₂ + s₃ + s₄ = 1.

A smaller orthonormal set can always be completed to four. If n hybrids share the same s, then ns ≤ 1, or s ≤ 1/n. This has a direct consequence for silicon.

**Four equivalent hybrids.** The sum rule fixes s = 1/4, and every pair has cos θ = −1/3, or 109.47°. No variable is left. Consider an SiO₄ unit squeezed so that two opposite O–Si–O angles are 106° and the other four are equal to one another (111.2°), so that all four oxygens remain equivalent. The hybrids cannot follow. By symmetry each hybrid stays in the plane of its own 106° pair, so it misses its bond by

(109.47° − 106°)/2 = 1.74°.

Symmetric orthogonalization of four hybrids started along the squeezed bonds gives this misalignment, with s = 0.2500. Putting 106° into the formula would assign s = 0.2161 to all four bonds. Their sum would be 0.864 instead of 1, so no such orthonormal set exists in this orbital space.

**Three equivalent hybrids and one different.** This is the symmetry of an idealized CH₃–SiO₃ unit. With s for each bond to oxygen, the hybrid toward carbon has

s_C = 1 − 3s.

Now s can vary from 0 to 1/3. At the upper end the three hybrids are planar, with 120° between them, and the fourth is a pure p orbital.

The direction of the fourth hybrid follows from orthogonality. Its axis must have the same scalar product with n₁, n₂ and n₃, so it is perpendicular to n₁ − n₂ and n₂ − n₃, and it lies on the threefold axis. Let φ be the angle between it and an oxygen hybrid. Since 1 − s_C = 3s, the general relation becomes, for s > 0,

cos φ = −√{s(1 − 3s)/[(1 − s)3s]} = −√{(1 − 3s)/[3(1 − s)]}.

Geometry gives an independent condition. Three axes at polar angle φ, spaced 120° in azimuth, satisfy

cos θ = cos²φ + sin²φ cos 120° = (3cos²φ − 1)/2,

so cos²φ = (1 + 2cos θ)/3. Substituting cos θ = −s/(1 − s) gives

cos²φ = [(1 − s) − 2s]/[3(1 − s)] = (1 − 3s)/[3(1 − s)],

in agreement. A threefold unit can thus have all four ideal hybrids along its bonds for any O–Si–O angle above 90° and up to 120°. At 90° itself the fourth hybrid is a pure s orbital, which has no direction. Whether the electrons adopt them is not settled by orthogonality.

## 6. Ideal values for a methyl-bearing silicon

Take an O–Si–O angle of 110°, for which cos θ = −0.3420. Then

s_O = (−0.3420)/(−1.3420) = 0.2549
s_C = 1 − 3(0.2549) = 0.235
cos φ = −√[0.2353/(3 × 0.7451)] = −0.324, so φ = 108.9°.

The same arithmetic at three angles gives:

- 106°: s_O = 0.2161, s_C = 0.3518, O–Si–C = 112.75°
- 110°: s_O = 0.2549, s_C = 0.2354, O–Si–C = 108.94°
- 114°: s_O = 0.2891, s_C = 0.1326, O–Si–C = 104.44°

Opening the oxygen angles moves s character from the carbon hybrid to the three oxygen hybrids. The carbon value changes three times as fast, because it balances three equal changes.

## 7. Do the hybrids follow the bonds?

Methylsilanetriol, CH₃Si(OH)₃, serves as a small model of the network unit, with OH groups in place of the siloxane bridges. The Si–O–H angle used here is narrower than a typical Si–O–Si angle, and the hybrids depend on it (at an O–Si–O angle of 110°, widening Si–O–H from 117° to 145° lowers s_O from 0.230 to 0.220), so the values below belong to this molecule and should not be carried over to a network. The density was computed by restricted Hartree–Fock in the 6-31G* basis, with five-component (spherical) d functions. The geometry has threefold symmetry and was not optimized. The lengths are Si–O 0.164 nm, Si–C 0.186 nm, O–H 0.095 nm and C–H 0.109 nm; the angles are Si–O–H 117° and Si–C–H 111°. Each O–H bond lies in the plane of its O–Si–C angle and points away from carbon, and the methyl hydrogens are staggered with respect to the oxygens. These were held fixed while the three O–Si–O angles were changed together. The O–Si–C angles change with them, as symmetry requires.

Hybrids were extracted in three operations:

1. The density matrix was expressed in orthonormalized intrinsic atomic orbitals, a minimal set adapted to the molecule that spans its occupied orbitals.
2. For each neighbour, the block connecting silicon 3s, 3p with the neighbour's 2s, 2p was taken. Its leading singular vector on silicon is the combination most strongly coupled to that neighbour.
3. The four resulting vectors, the rows of a matrix H, were replaced by (HHᵀ)^(−1/2)H, their symmetric orthogonalization.

The third operation imposes orthogonality, so the hybrids must obey the angle relation. At a bond angle of 110°, s_O = 0.2299 and −0.2299/0.7701 = −0.2985, which is the cosine of the hybrid angle 107.37°. This agreement carries no information about the chemistry. The comparison with the bonds does:

- Bond angle 106°: s_O = 0.2247, hybrid angle 106.85°, misalignment 0.77°
- Bond angle 110°: s_O = 0.2299, hybrid angle 107.37°, misalignment 2.56°
- Bond angle 114°: s_O = 0.2365, hybrid angle 108.05°, misalignment 6.42°

The misalignment is the angle between one hybrid and its own Si–O bond. The last digits depend on the basis: at 110°, def2-TZVP gives s_O = 0.2303, s_C = 0.3092 and a misalignment of 2.53°.

The s fraction toward oxygen does rise as the bond angle opens, as the ideal relation predicts, but far less. Over the 8° range the hybrid angle changes by 1.20°, a response of 0.150. The s fraction changes by 0.0118, against 0.0730 for ideal hybrids. Relative to the orthogonalized value, the s fraction inferred from the bond angle is 4% too low at 106°, 11% too high at 110° and 22% too high at 114°.

The order of the two kinds of bond also differs. The ideal relation gives s_C < s_O at 110° and 114°. The orthogonalized hybrids have s_C = 0.3102 and 0.2904 there, larger than s_O in both cases. More p character toward the more electronegative neighbour is what Bent's rule suggests. The calculation does not isolate electronegativity as the cause, so this reading is a conjecture.

The values also depend on how a hybrid is defined. Before orthogonalization, at 110°, s_O = 0.3346 and s_C = 0.3956. Their sum over four bonds is 3(0.3346) + 0.3956 = 1.399, which violates the sum rule because the vectors are not orthogonal. Two oxygen hybrids, 105.12° apart, overlap by

0.3346 + 0.6654 cos 105.12° = 0.161.

Orthogonalization lowers s_O by 0.105, about four times the difference of 0.025 between the ideal and orthogonalized values. An s fraction should therefore be quoted with its definition; it is not a directly observable quantity.

## 8. Polarity and d functions

The silicon 3s and 3p orbitals hold 2.28 electrons at 110° (2.23 in the def2-TZVP basis), compared with four in a neutral atom. In this partition the bonds are strongly polarized away from silicon. The hybrid describes the shape of silicon's contribution to a bond and says nothing about its size.

The Mulliken population of the silicon d functions is 0.42 electrons in 6-31G*; it depends strongly on the basis and is 0.65 in def2-TZVP. It comes from a different partition and must not be added to the 2.28. The intrinsic orbitals are distorted by the molecule and are not exact atomic s and p functions. The molecular hybrid axes above are therefore defined by p coefficients and need not coincide with charge centroids.

The effect of an explicit d component can be derived for a simple case. Let each hybrid contain a fraction d of a d orbital symmetric about its own axis, with angular form 3(n·u)² − 1, where u is the unit position vector. Put n₁ along z and n₂ in the xz plane. The averages over the sphere ⟨x²z²⟩ = 1/15 and ⟨z⁴⟩ = 1/5 give

⟨(n₁·u)²(n₂·u)²⟩ = (sin²θ + 3cos²θ)/15 = (1 + 2c²)/15.

With ⟨(n·u)²⟩ = 1/3, the average product of the two d functions is

9(1 + 2c²)/15 − 1 − 1 + 1 = (6c² − 2)/5.

Dividing by its value 4/5 at c = 1 gives the normalized overlap (3c² − 1)/2. For equal signs of the d coefficients, orthogonality becomes

s + (1 − s − d)c + d(3c² − 1)/2 = 0.

At c = −1/3 the d overlap is also −1/3, so the left side is s − (1 − s)/3, whatever the value of d. It vanishes at s = 1/4. The tetrahedral solution therefore survives when d character replaces p character at fixed s. At other angles the original relation changes. The sum rule changes as well: with more than four orbitals available, the s fractions of four hybrids may add to less than 1, and four equivalent hybrids are no longer forced to have s = 1/4.

## 9. Thermal spread in the joint bending motion

The three computed energies are −555.003982, −555.008285 and −555.003368 hartree at 106°, 110° and 114°. A parabola through them has its minimum at 109.9° and curvature K = 0.0157 eV/deg² for the joint motion of the three O–Si–O angles (109.6° and 0.0159 eV/deg² in the 6-311G** basis). Classical equipartition gives ½K⟨δθ²⟩ = ½k_BT. At 673 K, where k_BT = 0.0580 eV,

δθ_rms = √(0.0580/0.0157) = 1.9°.

With the ideal slope of 0.00911 per degree at 110°, the spread in s is 0.0175. With the mean slope of the orthogonalized hybrids, 0.0118/8 = 0.0015 per degree, it is only about 0.003. These values describe only the motion in which all three angles open or close together. A single O–Si–O angle also changes in bends that close one angle while opening others, so its own spread is larger. The estimate freezes all other coordinates. Around a harmonic minimum, letting them relax can only lower the curvature and widen the spread. The model geometry is not such a minimum: turning the three O–H bonds together about their Si–O bonds lowers the energy by 0.06 eV at 20° and 0.12 eV at 90°. With the O–H bonds turned by 180°, toward carbon, the curvature is again 0.0157 eV/deg² but the minimum lies at 108.3°. Zero-point motion and anharmonicity are left out.

## 10. Use for organosilicate films

In a methyl-bearing organosilicate low-k film, bond lengths of roughly 0.16 nm for Si–O and 0.19 nm for Si–C, angles near tetrahedral, and a cure near 673 K are reasonable rough values. The 114° case is a deliberately strained geometry. A real film has siloxane bridges instead of OH caps, unequal surroundings for the three oxygens, and network strain; Hartree–Fock also omits electron correlation. The assumption whose failure was measured here is that hybrids lie along bonds. In the model molecule, with the orthogonalized hybrids of Section 7, it shifts s_O from 0.255 to 0.230 at 110°, and from 0.289 to 0.237 at 114°. Another definition of the hybrids would give other shifts. These shifts are not measured properties of a film.

For implementation:

- Use s = cos θ/(cos θ − 1) with a hybrid angle. If a bond angle is used, label the result as the s fraction of ideal bond-directed hybrids.
- For three equivalent bonds, check that s ≤ 1/3 and obtain the fourth value from 1 − 3s.
- For four equivalent bonds in an sp space, set s = 1/4 and treat angular distortion as hybrid–bond misalignment.
- For inequivalent hybrids, use the general relation together with the sum rule. Four s fractions with unit sum leave only three free values, so the six angles between four unequal bonds cannot in general all be matched by orthogonal sp hybrids.
- An angular uncertainty of 1° near 110° gives an uncertainty of 0.009 in the ideal s. It does not include the error from misalignment.

The remaining values for the three geometries are in the numerical output.

Calculated quantities

```
Zero-overlap angle from 3D quadrature, and from formula
s = 0.1000: 96.379 deg, 96.379 deg
s = 0.2500: 109.471 deg, 109.471 deg
s = 0.3333: 120.000 deg, 120.000 deg
s = 0.4500: 144.903 deg, 144.903 deg
ds/dtheta at s = 1/4: 0.00926 per deg
Ideal hybrids along the bonds of a CH3-SiO3 unit
O-Si-O 106 deg: s_O = 0.2161, s_C = 0.3518, O-Si-C = 112.75 deg
O-Si-O 110 deg: s_O = 0.2549, s_C = 0.2354, O-Si-C = 108.94 deg
O-Si-O 114 deg: s_O = 0.2891, s_C = 0.1326, O-Si-C = 104.44 deg
Squeezed SiO4, four equivalent O, two opposite angles 106 deg
hybrid angle 109.47 deg, s = 0.2500, misalignment 1.74 deg
CH3Si(OH)3, RHF/6-31G*, fixed model geometry
Si-O 0.164, Si-C 0.186, O-H 0.095, C-H 0.109 nm
Si-O-H 117 deg, Si-C-H 111 deg
O-Si-O bond angle 106 deg: E = -555.003982 Eh
  orthogonal hybrids: s_O = 0.2247, s_C = 0.3259
  O-O hybrid angle 106.85 deg, hybrid-bond misalignment 0.77 deg
  before orthogonalization: s_O = 0.3294, s_C = 0.4043
  their O-O angle 103.80 deg, overlaps O-O 0.1694, O-C 0.1011
  Si 3s+3p population 2.272 e, Mulliken Si d 0.421 e
O-Si-O bond angle 110 deg: E = -555.008285 Eh
  orthogonal hybrids: s_O = 0.2299, s_C = 0.3102
  O-O hybrid angle 107.37 deg, hybrid-bond misalignment 2.56 deg
  before orthogonalization: s_O = 0.3346, s_C = 0.3956
  their O-O angle 105.12 deg, overlaps O-O 0.1610, O-C 0.1106
  Si 3s+3p population 2.276 e, Mulliken Si d 0.424 e
O-Si-O bond angle 114 deg: E = -555.003368 Eh
  orthogonal hybrids: s_O = 0.2365, s_C = 0.2904
  O-O hybrid angle 108.05 deg, hybrid-bond misalignment 6.42 deg
  before orthogonalization: s_O = 0.3413, s_C = 0.3829
  their O-O angle 106.61 deg, overlaps O-O 0.1530, O-C 0.1206
  Si 3s+3p population 2.279 e, Mulliken Si d 0.428 e
hybrid angle change per bond angle change: 0.150
bending curvature 0.015678 eV/deg^2, parabola minimum 109.87 deg
at 673 K: kT = 0.0580 eV, rms angle spread 1.92 deg
ideal ds/dtheta at 110 deg 0.00911 per deg, rms s spread 0.0175
```
